# Acoustic Deformation-Potential Mobility and the Constant Mean Free Path, part 1

(Sections cited here and not found follow in the second part.)

## From lattice strain to the mean free path

An electron near the bottom of a conduction band moves freely through a perfect, rigid crystal. At finite temperature the crystal is not rigid. Sound waves compress it in some places and dilate it in others, and since the energy of the band edge depends on the volume of the unit cell, the electron moves over an uneven potential that changes with time. Heating the crystal makes the potential rougher and the electron faster. How far does the electron travel before it loses its direction, and what mobility results?

**The coupling.** Take one isotropic parabolic band, with energy \(E=k^2/2m\) and velocity \(v=k/m\). The algebra uses atomic units, \(\hbar=m_e=e=1\), where \(e\) is the positive elementary charge and \(m\) is the band mass in electron masses. If a uniform relative change of volume \(\Delta V/V\) shifts the band edge by \(D\,\Delta V/V\), the constant \(D\) is the deformation potential. For a displacement field \(\mathbf u(\mathbf r)\) the local relative change of volume is \(\nabla\cdot\mathbf u\), so a strain that varies slowly on the scale of the unit cell acts on the electron as

\[
H'=D\,\nabla\cdot\mathbf u(\mathbf r). \tag{1}
\]

This form assumes that shear does not shift the band edge and that the other carriers do not screen the potential. In an elastically isotropic medium a transverse wave has \(\nabla\cdot\mathbf u=0\), so (1) couples the electron to longitudinal waves alone. They have frequency \(\omega=sq\), with sound speed \(s\), and the longitudinal elastic constant is \(c_l=\rho s^2\), where \(\rho\) is the mass density.

**The amplitude of one phonon.** The strength of (1) depends on how large the displacement of a single quantum is. In a periodic volume \(V\), write

\[
\mathbf u=\sum_{\mathbf q}A_q\,\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad [a_{\mathbf q},a^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}, \tag{2}
\]

with a real amplitude \(A_q\) to be found from the energy. Since \(a_{\mathbf q}\) varies in time as \(e^{-i\omega t}\), the velocity and the dilation are

\[
\dot{\mathbf u}=\sum_{\mathbf q}(-i\omega)A_q\hat{\mathbf q}\,B_{\mathbf q},\quad
\nabla\cdot\mathbf u=\sum_{\mathbf q}iqA_q\,B_{\mathbf q},\quad
B_{\mathbf q}=a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}-a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}. \tag{3}
\]

The energy of longitudinal motion is \(\int d^3r\,[\tfrac12\rho\dot{\mathbf u}^2+\tfrac12c_l(\nabla\cdot\mathbf u)^2]\). In a product of two sums (3), integration over the volume keeps the pairs \(\mathbf q'=\mathbf q\) and \(\mathbf q'=-\mathbf q\):

\[
\int d^3r\,B_{\mathbf q}B_{\mathbf q'}=V\left[\delta_{\mathbf q',-\mathbf q}P_{\mathbf q}-\delta_{\mathbf q',\mathbf q}R_{\mathbf q}\right],
\]

with \(P_{\mathbf q}=a_{\mathbf q}a_{-\mathbf q}+a^\dagger_{\mathbf q}a^\dagger_{-\mathbf q}\) and \(R_{\mathbf q}=a_{\mathbf q}a^\dagger_{\mathbf q}+a^\dagger_{\mathbf q}a_{\mathbf q}\). In the kinetic energy the prefactor is \((-i\omega)^2=-\omega^2\), and the pair \(\mathbf q'=-\mathbf q\) carries the additional factor \(\hat{\mathbf q}\cdot\hat{\mathbf q}'=-1\). In the elastic energy the prefactor is \((iq)^2=-q^2\), without that additional sign. Hence

\[
\text{kinetic}=\tfrac12\rho V\sum_{\mathbf q}\omega^2A_q^2(R_{\mathbf q}+P_{\mathbf q}),\qquad
\text{elastic}=\tfrac12c_lV\sum_{\mathbf q}q^2A_q^2(R_{\mathbf q}-P_{\mathbf q}).
\]

Because \(c_lq^2=\rho s^2q^2=\rho\omega^2\), the terms in \(P_{\mathbf q}\) cancel in the sum. With \(R_{\mathbf q}=2(a^\dagger_{\mathbf q}a_{\mathbf q}+\tfrac12)\) the total is \(\sum_{\mathbf q}2\rho V\omega^2A_q^2(a^\dagger_{\mathbf q}a_{\mathbf q}+\tfrac12)\). It must equal \(\sum_{\mathbf q}\omega(a^\dagger_{\mathbf q}a_{\mathbf q}+\tfrac12)\), which is also the Hamiltonian that produces the time dependence \(e^{-i\omega t}\) assumed above. Therefore

\[
A_q^2=\frac{1}{2\rho V\omega}. \tag{4}
\]

**The matrix element.** The electron states are plane waves \(V^{-1/2}e^{i\mathbf k\cdot\mathbf r}\); the lattice-periodic part of the Bloch function is already accounted for in \(D\). The factor \(e^{i\mathbf q\cdot\mathbf r}\) in \(D\,\nabla\cdot\mathbf u\) connects \(\mathbf k\) to \(\mathbf k'=\mathbf k+\mathbf q\) and comes with \(a_{\mathbf q}\), whose matrix element between \(N\) and \(N-1\) phonons is \(\sqrt N\). The conjugate factor connects \(\mathbf k\) to \(\mathbf k-\mathbf q\) and comes with \(a^\dagger_{\mathbf q}\), whose matrix element between \(N\) and \(N+1\) phonons is \(\sqrt{N+1}\). With (3) and (4),

\[
|M|^2=\frac{D^2q^2}{2\rho V\omega}\times
\begin{cases}N & \text{absorption, }\mathbf k'=\mathbf k+\mathbf q,\\ N+1 & \text{emission, }\mathbf k'=\mathbf k-\mathbf q.\end{cases} \tag{5}
\]

These expressions are linear in \(N\), so for a lattice in equilibrium \(N\) may be replaced by its thermal mean \(N=1/(e^{\omega/k_BT}-1)\). The numerical check obtains the absorption case of (5), for \(N=3\), by a different road, with real standing waves and a numerically diagonalized oscillator, and finds the ratio 1.000000 to the formula.

**Thermal strain.** A given change of momentum \(\mathbf k'-\mathbf k\) can be produced by absorbing the phonon with \(\mathbf q=\mathbf k'-\mathbf k\) or by emitting the phonon with the opposite wave vector. Both phonons have the same \(q\). If the phonon energy is negligible in the energy balance of the electron, the two processes lead to the same final state at the same energy, and their squared matrix elements add:

\[
|M|^2_{\rm abs}+|M|^2_{\rm em}=\frac{D^2q^2}{2\rho V\omega}(2N+1). \tag{6}
\]

For \(\omega\ll k_BT\) the thermal factor follows from \(2N+1=\coth(\omega/2k_BT)\) and \(\coth y=1/y+y/3-\dots\):

\[
2N+1=\frac{2k_BT}{\omega}\left[1+\frac{1}{12}\left(\frac{\omega}{k_BT}\right)^2-\dots\right]. \tag{7}
\]

The leading term is classical equipartition. Inserted in (6), with \(\omega^2=s^2q^2\) and \(\rho s^2=c_l\), it gives

\[
|M|^2_{\rm abs}+|M|^2_{\rm em}=\frac{D^2q^2k_BT}{\rho V\omega^2}=\frac{D^2k_BT}{Vc_l}. \tag{8}
\]

The wave vector has dropped out. A long wave has a large thermal displacement, with mean square proportional to \(1/\omega^2\), but its strain is smaller than its displacement by the factor \(q\). The two effects cancel for a linear dispersion \(\omega=sq\): each long wave stores the same thermal energy, and that energy fixes the squared strain through \(c_l\) alone. A stiff crystal is strained less at a given temperature and scatters less.

The numerical check tests this on a chain of atoms whose vibrations are found by diagonalization. For a wave with \(sq/k_BT=0.242\) the quantum mean square strain is 1.0048 times the equipartition value. The frequency of the discrete chain at this wave vector lies slightly below \(sq\), at \(\omega/k_BT=0.241\), and the correction in (7) predicts \(1+0.241^2/12=1.0048\).

**How much energy is exchanged.** Let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). For absorption, \(E_{\mathbf k+\mathbf q}-E_{\mathbf k}=sq\) reads \(kqc/m+q^2/2m=sq\), and for emission \(E_{\mathbf k-\mathbf q}-E_{\mathbf k}=-sq\) reads \(-kqc/m+q^2/2m=-sq\). Division by \(q/2m\) gives

\[
q=2(ms-kc)\ \text{(absorption)},\qquad q=2(kc-ms)\ \text{(emission)}. \tag{9}
\]

The largest values are \(2(k+ms)\) and \(2(k-ms)\). For an electron much faster than sound, \(k\gg ms\), both are close to \(2k\), the wave vector of backscattering, and the largest exchanged energy relative to the energy of the electron is

\[
\frac{2ks}{E}=\frac{2ks}{k^2/2m}=\frac{4s}{v}. \tag{10}
\]

The scattering is quasi-elastic when this ratio is small. Equipartition requires in addition \(2ks\ll k_BT\). For a thermal electron, with \(k\) of order \(\sqrt{mk_BT}\), both ratios are of order \(\sqrt{ms^2/k_BT}\), so the one condition \(ms^2\ll k_BT\) secures both. An electron with \(k<ms\) is slower than sound and cannot emit a phonon at all; for it the elastic description fails.

**The scattering rate.** The golden rule applies when the electron completes many wavelengths between collisions, \(kl\gg1\), where \(l\) is the mean free path. An elastic collision that turns the momentum by an angle \(\theta\) reduces its component along the original direction by the fraction \(1-\cos\theta\). The rate of momentum relaxation is therefore

\[
\frac1\tau=\sum_{\mathbf k'}2\pi\,\frac{D^2k_BT}{Vc_l}\,\delta(E'-E)(1-\cos\theta). \tag{11}
\]

The coupling does not flip the spin, so the sum runs over final states of one spin, \(\sum_{\mathbf k'}\to V\int d^3k'/(2\pi)^3\). The radial and angular integrals are

\[
\int_0^\infty k'^2\,dk'\,\delta\!\left(\frac{k'^2}{2m}-E\right)=k^2\,\frac mk=mk,\qquad
\int d\Omega\,(1-\cos\theta)=4\pi. \tag{12}
\]

The cosine integrates to zero because (8) does not depend on the angle. Scattering is isotropic, and the momentum-relaxation rate equals the total rate. Collecting factors,

\[
\frac1\tau=\frac{2\pi D^2k_BT}{c_l}\,\frac{4\pi mk}{8\pi^3}=\frac{D^2m\,k\,k_BT}{\pi c_l}. \tag{13}
\]

The numerical check evaluates (11) as an explicit sum over the discrete states of a box, with the delta function replaced by a Gaussian of standard deviation \(0.1E\). The sum is 0.9987 times (13). The deficit comes from the smearing: the density of final states grows as \(\sqrt{E'}\), whose second derivative at \(E\) is \(-\tfrac14E^{-3/2}\), so the average over the Gaussian is lower than \(\sqrt E\) by the relative amount \(\tfrac18(0.1)^2=0.00125\).

**The mean free path.** The distance travelled in the time \(\tau\) is

\[
l=v\tau=\frac km\,\frac{\pi c_l}{D^2m\,k\,k_BT}=\frac{\pi c_l}{m^2D^2k_BT}. \tag{14}
\]

The wave number cancels. A faster electron finds more final states, in proportion to its speed, and is scattered more often in the same proportion, so the distance between collisions stays the same. Two ingredients together produce this result: a density of final states proportional to \(v\), which holds for a parabolic band in three dimensions, and a squared matrix element that does not depend on \(q\).

The second ingredient can be removed to see its effect. In a piezoelectric crystal, strain produces a polarization, and the potential of a polarization wave of given amplitude is proportional to \(1/q\). Without screening, the squared coupling then carries an additional factor \(1/q^2\). Leaving aside its dependence on crystal direction and using \(q^2=2k^2(1-\cos\theta)\) for elastic scattering, the rate becomes

\[
\frac1\tau\propto k\int_{-1}^{1}d(\cos\theta)\,\frac{1-\cos\theta}{2k^2(1-\cos\theta)}=\frac1k,
\qquad l=v\tau\propto k^2\propto E. \tag{15}
\]

Fast electrons then travel farther. The constant path therefore depends on the form of the coupling and is not a property of phonon scattering in general.

**Numbers.** Take the round model parameters \(m=0.3\,m_e\), \(D=8\) eV, \(c_l=1\) eV/Å\(^3\), \(s=0.08\) Å/fs and \(T=300\) K, for which \(k_BT=0.02585\) eV. With \(\hbar\) restored, (13) reads \(\hbar/\tau=D^2mk\,k_BT/(\pi\hbar^2c_l)\), and \(m/\hbar^2=k^2/2E\) turns it into a form that needs only electronvolts and ångströms. At \(E=0.04\) eV the wave number is 0.05612 Å\(^{-1}\), and

\[
\frac\hbar\tau=\frac{D^2k^3k_BT}{2\pi Ec_l}
=\frac{8^2\times0.05612^3\times0.02585}{2\pi\times0.04\times1}\ \text{eV}=0.001164\ \text{eV}.
\]

The last digit is that of the unrounded inputs. Since \(\hbar kv=2E\), the product \(kl\) equals \(2E/(\hbar/\tau)=0.08/0.001164=68.7\), and \(l=68.7/0.05612\) Å, or 1225 Å before rounding. Three energies compare as follows.

| \(E\) (eV) | \(v\) (Å/fs) | \(\hbar/\tau\) (eV) | \(v\tau\) (Å) |
|---|---|---|---|
| 0.01 | 1.083 | 0.000582 | 1225 |
| 0.04 | 2.166 | 0.001164 | 1225 |
| 0.16 | 4.331 | 0.002327 | 1225 |

Each fourfold increase of the energy doubles both the speed and the rate. For the three energies in the table, the smallest value of \(kl\) is 34, at 0.01 eV, so the golden rule is justified for all of them. The exchanged energy is less negligible than one might wish: at 0.01 eV a backscattering phonon has 0.00296 eV, 30 percent of the energy of the electron. The effect of this exchange on the path is calculated in the second half.

## From the mean free path to the mobility

Atomic units remain in force. An electron has band mass \(m\), wave number \(k\), speed \(v=k/m\) and energy \(E=k^2/2m\). It is coupled by the deformation potential \(D\) to longitudinal phonons of frequency \(\omega=sq\), in a medium with elastic constant \(c_l=\rho s^2\). The thermal phonon number is \(N\), and the squared matrix elements for absorption and emission are given by (5). When phonon energies are negligible, scattering is isotropic with the rate \(1/\tau=D^2mk\,k_BT/(\pi c_l)\) of (13), and the mean free path \(l=\pi c_l/(m^2D^2k_BT)\) of (14) is the same at every energy.

When phonon energies are negligible, deformation-potential scattering by longitudinal sound waves gives a mean free path that is the same at every electron energy. It remains to derive the mobility from this path and to calculate the effect of the energy exchanged with the phonons.
